# Conical energy flux of degenerate shear waves along silicon [111]: verification in Python

```python
"""
Result under test: for shear waves along [111] in a cubic crystal, the energy
velocity of a linearly polarized plane wave is
    V = v [n + tau (cos(2 phi) e1 - sin(2 phi) e2)],
    tau = (C11 - C12 - 2 C44) / (sqrt(2) (C11 - C12 + C44)),
so it lies on a cone of half-angle arctan|tau| about [111].
n: unit wave normal; e1, e2: transverse axes; phi: polarization angle from e1;
v: shear phase speed; C11, C12, C44: stiffnesses; rho: density.
Units inside: GPa, g/cm3, mm, microsecond, so speeds are in km/s = mm/us.
"""
import itertools
import numpy as np
from scipy.special import dawsn

n = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
e1 = np.array([2.0, -1.0, -1.0]) / np.sqrt(6)
e2 = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
assert np.allclose(np.cross(e1, e2), n)


def stiffness_tensor(c11, c12, c44):
    """Full tensor assembled from the 6 x 6 Voigt matrix."""
    voigt = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    voigt[:3, :3] += c12
    index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    return voigt[index[:, :, None, None], index[None, None, :, :]]


def frequency_squared_matrix(C, rho, k):
    return np.einsum('ijkl,...i,...l->...jk', C, k, k) / rho


def frequencies(C, rho, k):
    return np.sqrt(np.linalg.eigvalsh(frequency_squared_matrix(C, rho, k)))


def tau_formula(c11, c12, c44):
    return (c11 - c12 - 2 * c44) / (np.sqrt(2) * (c11 - c12 + c44))


def wave_energy(C, rho, a, b):
    """Flux and energy density over a period for u = a cos(s) + b sin(s),
    s = omega t - n.r, from stress, strain and particle velocity."""
    omega = frequencies(C, rho, n)[0]
    s = 2 * np.pi * np.arange(48) / 48
    du_ds = -np.outer(np.sin(s), a) + np.outer(np.cos(s), b)
    velocity = omega * du_ds
    gradient = -np.einsum('tk,l->tkl', du_ds, n)
    stress = np.einsum('ijkl,tkl->tij', C, gradient)
    flux = -np.einsum('tij,tj->ti', stress, velocity)
    kinetic = 0.5 * rho * np.sum(velocity**2, axis=1)
    elastic = 0.5 * np.einsum('tij,tij->t', stress, gradient)
    assert np.allclose(kinetic, elastic)
    return flux, kinetic + elastic


def polarization(phi):
    return np.cos(phi) * e1 + np.sin(phi) * e2


def energy_velocity(C, rho, phi):
    flux, density = wave_energy(C, rho, polarization(phi), np.zeros(3))
    return flux.mean(axis=0) / density.mean()


def beam_centroid(C, rho, k, time, radius, tilt=0.0):
    """Transverse centroid of a Gaussian beam first polarized along e1,
    propagated with all three branches; tilt is toward e2."""
    size = 96
    q = (np.arange(size) - size // 2) * 20 / (size * radius)
    q1, q2 = np.meshgrid(q, q, indexing='ij')
    wavevector = (k * n + q1[..., None] * e1
                  + (q2 + k * np.tan(tilt))[..., None] * e2)
    values, modes = np.linalg.eigh(frequency_squared_matrix(C, rho, wavevector))
    start = np.exp(-(q1**2 + q2**2) * radius**2 / 4)[..., None] * e1
    amplitudes = np.einsum('...ji,...j->...i', modes, start)
    amplitudes = amplitudes * np.exp(-1j * np.sqrt(values) * time)
    field_q = np.einsum('...ij,...j->...i', modes, amplitudes)
    field = np.fft.ifft2(field_q, axes=(0, 1))
    weight = np.sum(np.abs(field)**2, axis=2)
    x = 2 * np.pi * np.fft.fftfreq(size, q[1] - q[0])
    total = weight.sum()
    return np.array([np.sum(weight * x[:, None]),
                     np.sum(weight * x[None, :])]) / total


# Typical silicon inputs, then model crystals with positive and zero anisotropy.
silicon = (165.7, 63.9, 79.6)
rho = 2.33
for constants in (silicon, (200.0, 60.0, 50.0), (160.0, 60.0, 50.0)):
    C = stiffness_tensor(*constants)
    c11, c12, c44 = constants
    speeds = frequencies(C, rho, n)
    v_formula = np.sqrt((c11 - c12 + c44) / (3 * rho))
    assert np.allclose(speeds[:2], v_formula, rtol=1e-11)
    tau_now = tau_formula(*constants)
    for phi in np.linspace(0, np.pi, 13):
        expected = v_formula * (n + tau_now * (np.cos(2 * phi) * e1
                                               - np.sin(2 * phi) * e2))
        assert np.allclose(energy_velocity(C, rho, phi), expected, atol=1e-10)

    # Elliptical waves: mean flux inside the cone, instantaneous flux on it.
    for chi in (0.2, 0.5, np.pi / 4):
        flux, density = wave_energy(C, rho, np.cos(chi) * polarization(0.3),
                                    np.sin(chi) * polarization(0.3 + np.pi / 2))
        mean = flux.mean(axis=0)
        slope = np.linalg.norm(mean - n * (mean @ n)) / (mean @ n)
        assert abs(slope - abs(tau_now * np.cos(2 * chi))) < 1e-10
        axial = flux @ n
        side = np.linalg.norm(flux - axial[:, None] * n, axis=1)
        assert np.allclose(side / axial, abs(tau_now), atol=1e-10)
        if chi == np.pi / 4 and abs(tau_now) > 1e-6:
            azimuth = np.unwrap(np.arctan2(flux @ e2, flux @ e1))
            turns = (azimuth[-1] - azimuth[0]) / (2 * np.pi) * 48 / 47
            assert abs(abs(turns) - 2) < 1e-9

C = stiffness_tensor(*silicon)
tau = tau_formula(*silicon)
v = frequencies(C, rho, n)[0]
cone_angle = np.degrees(np.arctan(abs(tau)))
assert abs(cone_angle - 12.6) < 0.1

# Group velocities of both shear sheets close to, but not on, the axis.
# The remaining error is of the order of the tilt, 1e-4.
for psi in np.linspace(0, 2 * np.pi, 9)[:-1]:
    side_axis = polarization(psi)
    k_near = n + 1e-4 * side_axis
    step = 1e-6
    gradient = np.array([(frequencies(C, rho, k_near + step * axis)
                          - frequencies(C, rho, k_near - step * axis))
                         / (2 * step) for axis in np.eye(3)])
    for sheet, sign in ((0, -1), (1, 1)):
        expected = v * (n + sign * abs(tau) * side_axis)
        assert np.linalg.norm(gradient[:, sheet] - expected) < 2e-3 * v

# Worked plate: finite beam.
frequency_MHz, path, radius = 100.0, 5.0, 5.0
k = 2 * np.pi * frequency_MHz / v
time = path / v
shift = path * abs(tau)


def finite_beam_factor(displacement, beam_radius):
    s = np.sqrt(2) * displacement / beam_radius
    return 0.5 * (1 + dawsn(s) / s)


beam = beam_centroid(C, rho, k, time, radius)
factor = finite_beam_factor(shift, radius)
# Tolerance covers terms of second order in the beam's angular spread.
assert abs(beam[0] / (path * tau) - factor) < 5e-3
assert abs(beam[1]) < 5e-3 * shift
long_path, narrow_radius = 25.0, 1.0
long_shift = long_path * abs(tau)
narrow = beam_centroid(C, rho, k, long_path / v, narrow_radius)
narrow_factor = finite_beam_factor(long_shift, narrow_radius)
assert abs(narrow[0] / (long_path * tau) - narrow_factor) < 1e-2

# Worked plate: cut error, with a very wide beam standing for a plane wave.
tilt_degrees = 0.1
tilt = np.radians(tilt_degrees)
phase = 2 * abs(tau) * tilt * k * path
branches = frequencies(C, rho, k * (n + np.tan(tilt) * e2))
phase_direct = (branches[1] - branches[0]) * time
assert abs(phase_direct / phase - 1) < 1e-2
tilted = beam_centroid(C, rho, k, time, 100.0, tilt)
tilt_factor = np.sin(phase) / phase
assert abs(tilted[0] / (path * tau) - tilt_factor) < 5e-3

# Stiffness uncertainty: every combination of one-percent changes.
angles = [np.degrees(np.arctan(abs(tau_formula(*(np.array(silicon) * scale)))))
          for scale in itertools.product((0.99, 1.01), repeat=3)]

print("INPUTS (typical silicon values and chosen plate)")
print(f"C11 = {silicon[0]:.1f} GPa")
print(f"C12 = {silicon[1]:.1f} GPa")
print(f"C44 = {silicon[2]:.1f} GPa")
print(f"density = {rho:.2f} g/cm3")
print(f"frequency = {frequency_MHz:.0f} MHz")
print(f"path along [111] = {path:.1f} mm")
print(f"beam amplitude radius (1/e) = {radius:.1f} mm")
print("PLANE WAVE")
print(f"C11 - C12 - 2 C44 = {silicon[0]-silicon[1]-2*silicon[2]:.1f} GPa")
print(f"C11 - C12 + C44 = {silicon[0]-silicon[1]+silicon[2]:.1f} GPa")
print(f"rho v^2 = {rho*v**2:.2f} GPa")
print(f"shear phase speed v = {v:.3f} km/s")
print(f"signed slope tau = {tau:.4f} (no unit)")
print(f"cone half-angle = {cone_angle:.2f} degrees")
print(f"energy speed = {np.linalg.norm(energy_velocity(C, rho, 0)):.3f} km/s")
print(f"wavelength = {2*np.pi/k*1000:.1f} um")
print(f"lateral shift for the path = {shift:.3f} mm")
for degrees in (0, 30, 45, 60, 90):
    V = energy_velocity(C, rho, np.radians(degrees))
    azimuth = round(float(np.degrees(np.arctan2(V @ e2, V @ e1))), 6) % 360
    tilt_angle = np.degrees(np.arccos(V @ n / np.linalg.norm(V)))
    print(f"polarization {degrees} deg: flux azimuth {azimuth:.1f} deg, "
          f"angle from [111] {tilt_angle:.2f} deg")
print("NEGLECTED EFFECTS")
print(f"finite beam: centroid shift by formula = {factor*shift:.3f} mm")
print(f"finite beam: centroid shift propagated = {abs(beam[0]):.3f} mm")
print(f"finite beam: formula shift / plane-wave shift = {factor:.4f}")
print(f"narrow beam: radius = {narrow_radius:.1f} mm, path = {long_path:.1f} mm")
print(f"narrow beam: formula shift / plane-wave shift = {narrow_factor:.4f}")
print(f"narrow beam: propagated ratio = {narrow[0]/(long_path*tau):.4f}")
print(f"cut error toward e2 = {tilt_degrees:.1f} degrees")
print(f"cut error: phase difference by formula = {phase:.3f} rad")
print(f"cut error: phase difference direct = {phase_direct:.3f} rad")
print(f"cut error: formula shift / plane-wave shift = {tilt_factor:.4f}")
print(f"cut error: propagated ratio = {tilted[0]/(path*tau):.4f}")
print(f"1 % stiffness changes: smallest half-angle = {min(angles):.2f} degrees")
print(f"1 % stiffness changes: largest half-angle = {max(angles):.2f} degrees")
print("verified")
```

Output:

```
INPUTS (typical silicon values and chosen plate)
C11 = 165.7 GPa
C12 = 63.9 GPa
C44 = 79.6 GPa
density = 2.33 g/cm3
frequency = 100 MHz
path along [111] = 5.0 mm
beam amplitude radius (1/e) = 5.0 mm
PLANE WAVE
C11 - C12 - 2 C44 = -57.4 GPa
C11 - C12 + C44 = 181.4 GPa
rho v^2 = 60.47 GPa
shear phase speed v = 5.094 km/s
signed slope tau = -0.2237 (no unit)
cone half-angle = 12.61 degrees
energy speed = 5.220 km/s
wavelength = 50.9 um
lateral shift for the path = 1.119 mm
polarization 0 deg: flux azimuth 180.0 deg, angle from [111] 12.61 deg
polarization 30 deg: flux azimuth 120.0 deg, angle from [111] 12.61 deg
polarization 45 deg: flux azimuth 90.0 deg, angle from [111] 12.61 deg
polarization 60 deg: flux azimuth 60.0 deg, angle from [111] 12.61 deg
polarization 90 deg: flux azimuth 0.0 deg, angle from [111] 12.61 deg
NEGLECTED EFFECTS
finite beam: centroid shift by formula = 1.083 mm
finite beam: centroid shift propagated = 1.083 mm
finite beam: formula shift / plane-wave shift = 0.9679
narrow beam: radius = 1.0 mm, path = 25.0 mm
narrow beam: formula shift / plane-wave shift = 0.5040
narrow beam: propagated ratio = 0.5038
cut error toward e2 = 0.1 degrees
cut error: phase difference by formula = 0.482 rad
cut error: phase difference direct = 0.482 rad
cut error: formula shift / plane-wave shift = 0.9618
cut error: propagated ratio = 0.9617
1 % stiffness changes: smallest half-angle = 11.69 degrees
1 % stiffness changes: largest half-angle = 13.54 degrees
verified
```
